# Contour subspace eigensolvers: the trapezoidal filter and its convergence rate: a program that tests the result

```python
# Result under test: the N-node trapezoidal rule for the contour integral of the
# resolvent, with nodes zeta_j = exp(2 pi i (j+1/2)/N), multiplies an eigenvector
# of H u = E S u by f(x) = 1/(1+x^N), x = (E-centre)/radius. Filtered subspace
# iteration with m vectors then converges by q = f(x_{m+1})/f(x_i) per iteration,
# levels being ordered by |x|. Test case: Kohn-Sham matrices of disilane (Si2H6).
# H: Kohn-Sham matrix (eV), S: overlap, E, C: reference levels and eigenvectors.
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh, solve, cholesky, solve_triangular, qr
from pyscf import gto, dft, lib

lib.num_threads(1)
HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
CENTRE, RADIUS = -11.0, 7.0          # eV
SI_SI, SI_H = 2.35, 1.48             # angstrom, rounded bond lengths


def scalar_filter(x, N):
    return 1.0 / (1.0 + x**N)


# ---- the scalar identity, from the explicit sum over nodes ----
test_points = np.array([0.0, 0.3, -0.8, 0.99, 1.2, 2.5, 0.4 + 0.7j, -1.5 + 0.2j])
for N in (3, 4, 7, 8, 16):
    for shift in (0.5, 0.0):
        nodes = np.exp(2j * np.pi * (np.arange(N) + shift) / N)
        explicit = np.mean(nodes / (nodes - test_points[:, None]), axis=1)
        sign = 1.0 if shift == 0.5 else -1.0
        assert np.allclose(explicit, 1 / (1 + sign * test_points**N), rtol=1e-9, atol=1e-12)
        if shift == 0.5:
            gap_to_axis = np.min(np.abs(nodes.imag))
            expected = np.sin(np.pi / N) if N % 2 == 0 else 0.0
            assert abs(gap_to_axis - expected) < 1e-12


# ---- Kohn-Sham calculations ----
def disilane(basis, si_si=SI_SI):
    atoms = []
    for side in (1, -1):
        atoms.append(("Si", (0.0, 0.0, side * si_si / 2)))
        for k in range(3):
            phi = 2 * np.pi * k / 3 + (0.0 if side == 1 else np.pi / 3)
            rho = SI_H * np.sqrt(8.0) / 3
            atoms.append(("H", (rho * np.cos(phi), rho * np.sin(phi),
                                side * (si_si / 2 + SI_H / 3))))
    return gto.M(atom=atoms, basis=basis, unit="Angstrom", verbose=0)


def kohn_sham(basis, xc="lda,vwn", si_si=SI_SI, fitted=True, grid=2, dm0=None):
    mf = dft.RKS(disilane(basis, si_si))
    mf.xc = xc
    if fitted:
        mf = mf.density_fit(auxbasis="weigend")
    mf.grids.level = grid
    mf.conv_tol = 1e-9
    mf.kernel(dm0=dm0)
    assert mf.converged
    return mf


main = kohn_sham("def2-tzvpd")
H = main.get_fock() * HARTREE_EV
S = main.get_ovlp()
H, S = (H + H.T) / 2, (S + S.T) / 2
E, C = eigh(H, S)
n_basis = len(E)
n_occ = main.mol.nelectron // 2
S_root = cholesky(S)                 # S = S_root^T S_root
n_in = int(np.sum(np.abs(E - CENTRE) < RADIUS))
assert n_in == 7 and E[n_occ - 1] < CENTRE + RADIUS < E[n_occ]


def contour_filter(Y, N, radius, solve_error=0.0, rng=None):
    """Upper-half nodes only: the lower half gives the complex conjugate."""
    total = np.zeros(Y.shape)
    for j in range(N // 2):
        zeta = np.exp(2j * np.pi * (j + 0.5) / N)
        X = solve((CENTRE + radius * zeta) * S - H, S @ Y)
        if solve_error:
            noise = C @ (rng.standard_normal(Y.shape) + 1j * rng.standard_normal(Y.shape))
            size = np.linalg.norm(S_root @ X, axis=0) / np.linalg.norm(S_root @ noise, axis=0)
            X = X + solve_error * size * noise
        total += 2.0 / N * (radius * zeta * X).real
    return total


def orthonormal(V):
    return solve_triangular(S_root, qr(S_root @ V, mode="economic")[0])


# The matrix filter, by linear solves, against the scalar formula; the half sum
# is also compared with the sum over all nodes.
x_levels = (E - CENTRE) / RADIUS
filtered = contour_filter(C, 8, RADIUS)
assert np.max(np.abs(S_root @ (filtered - C * scalar_filter(x_levels, 8)))) < 1e-8
full_sum = np.zeros(C.shape, complex)
for j in range(8):
    zeta = np.exp(2j * np.pi * (j + 0.5) / 8)
    full_sum += RADIUS * zeta / 8 * solve((CENTRE + RADIUS * zeta) * S - H, S @ C)
assert np.max(np.abs(S_root @ (full_sum - filtered))) < 1e-8
trace_filter = np.trace(C.T @ S @ filtered)


def rate(levels, N, m, radius=RADIUS):
    """Predicted factor for the slowest of the n_in wanted levels."""
    x = np.sort(np.abs(levels - CENTRE)) / radius
    return scalar_filter(x[m], N) / scalar_filter(x[n_in - 1], N)


def iterate(N, m, radius=RADIUS, target=1e-6, max_steps=60):
    """Contour iteration from a random start; every step is checked against the
    distance formula built from the initial components and the scalar filter."""
    order = np.argsort(np.abs(E - CENTRE))
    kept, rest = order[:m], order[m:]
    wanted = C[:, order[:n_in]]
    f = scalar_filter((E - CENTRE) / radius, N)
    V = np.random.default_rng(7).standard_normal((n_basis, m))
    W = (C[:, rest].T @ S @ V) @ np.linalg.inv(C[:, kept].T @ S @ V)
    distances, ritz = [], []
    for k in range(1, max_steps + 1):
        V = orthonormal(contour_filter(V, N, radius))
        d = np.linalg.norm(S_root @ (wanted - V @ (V.T @ (S @ wanted))), axis=0)
        G = (f[rest][:, None] / f[kept][None, :])**k * W
        inner = np.linalg.solve(np.eye(len(rest)) + G @ G.T, G[:, :n_in])
        d_formula = np.sqrt(np.sum(G[:, :n_in] * inner, axis=0))
        clear = d_formula > 1e-8     # below this, rounding is visible
        assert np.allclose(d[clear], d_formula[clear], rtol=1e-2)
        distances.append(d)
        if m == n_in:
            error = np.trace(V.T @ H @ V) - np.sum(E[kept])
            leading = np.sum((E[rest][:, None] - E[kept][None, :]) * G**2)
            if 1e-7 < leading < 1e-3:    # small enough for leading order
                assert abs(error / leading - 1) < 0.02
                ritz.append(error)
        if d.max() < target:
            break
    assert distances[-1].max() < target
    measured = distances[-1][n_in - 1] / distances[-2][n_in - 1]
    return len(distances), measured, ritz


print("Disilane, LDA, def2-TZVPD; basis functions:", n_basis)
print(f"Si-Si and Si-H bond lengths: {SI_SI:.2f}, {SI_H:.2f} angstrom")
print(f"circle centre, radius: {CENTRE:.1f}, {RADIUS:.1f} eV")
print("levels in circle (eV):", " ".join(f"{e:.3f}" for e in E[np.abs(x_levels) < 1]))
print(f"highest core level: {E[n_occ - n_in - 1]:.2f} eV")
print("lowest empty levels (eV):", " ".join(f"{e:.3f}" for e in E[n_occ:n_occ + 8]))
slowest = np.argsort(np.abs(x_levels))[n_in - 1]
print(f"slowest wanted level: {E[slowest]:.3f} eV, x = {x_levels[slowest]:.4f}")
print(f"first unwanted level for m=7: x = {np.sort(np.abs(x_levels))[7]:.4f}")
print(f"first unwanted level for m=14: |x| = {np.sort(np.abs(x_levels))[14]:.4f}")
print(f"trace of the N=8 filter: {trace_filter:.4f} (levels inside: {n_in})")
for N in (4, 8, 16):
    values = " ".join(f"{scalar_filter(x, N):.5f}" for x in (0.5, 0.9, 1.0, 1.1, 1.5))
    print(f"filter N={N} at x=0.5,0.9,1.0,1.1,1.5: {values}")
print(f"unshifted N=8 filter at x=0.99, 1.01: {1/(1-0.99**8):.2f}, {1/(1-1.01**8):.2f}")
print(f"distance of N=8 nodes from real axis: {RADIUS*np.sin(np.pi/8):.3f} eV")

# ---- measured convergence against the predicted factor ----
solve_counts = []
for N in (4, 8, 16):
    steps, measured, ritz = iterate(N, n_in)
    q = rate(E, N, n_in)
    # Levels beyond the first unwanted one still contribute at finite step count,
    # so the measured factor may lie below q, but not above it.
    assert 0.5 * q < measured < 1.02 * q
    X = np.sort(np.abs(x_levels))[n_in]**N
    assert 1 / (1 + X) <= q <= 2 / (1 + X)
    solve_counts.append(steps * N // 2)
    print(f"N={N}, m=7: q predicted {q:.5f}, last step measured {measured:.5f}")
    print(f"  iterations to 1e-6: {steps}, block solves: {steps*N//2}, "
          f"solves per decade: {N/2/np.log10(1/q):.2f}")
    if N == 4:
        assert len(ritz) >= 2
        ritz_ratio = ritz[-1] / ritz[-2]
        assert 0.4 * q**2 < ritz_ratio < 1.03 * q**2
        print(f"  summed Ritz error: {ritz[-2]:.3e} then {ritz[-1]:.3e} eV")
        print(f"  its ratio: {ritz_ratio:.5f}, q squared: {q**2:.5f}")
assert max(solve_counts) < 2 * min(solve_counts)

steps_wide, measured_wide, _ = iterate(8, 14)
print(f"N=8, m=14: q predicted {rate(E, 8, 14):.5f}, last step {measured_wide:.5f}, "
      f"iterations {steps_wide}")
steps_small, measured_small, _ = iterate(8, n_in, radius=5.0)
q_small = rate(E, 8, n_in, 5.0)
assert q_small < rate(E, 8, n_in) and 0.5 * q_small < measured_small < 1.02 * q_small
print(f"N=8, m=7, radius 5 eV: q predicted {q_small:.5f}, last step {measured_small:.5f}, "
      f"iterations {steps_small}")

# ---- inexact linear solves: a floor that more iterations do not remove ----
floors = {}
wanted = C[:, np.argsort(np.abs(E - CENTRE))[:n_in]]
for solve_error in (1e-4, 1e-6):
    rng = np.random.default_rng(11)
    V = orthonormal(rng.standard_normal((n_basis, n_in)))
    history = []
    for k in range(24):
        V = orthonormal(contour_filter(V, 8, RADIUS, solve_error, rng))
        history.append(np.linalg.norm(S_root @ (wanted - V @ (V.T @ (S @ wanted))), axis=0).max())
    floors[solve_error] = np.mean(history[-6:])
    assert 1 / 3 < np.mean(history[10:16]) / floors[solve_error] < 3
    print(f"relative solve error {solve_error:.0e}: subspace error floor "
          f"{floors[solve_error]:.2e}")
assert 30 < floors[1e-4] / floors[1e-6] < 300

# ---- what the example's numbers depend on ----
small = kohn_sham("def2-svpd")
dm = small.make_rdm1()
variants = {
    "def2-SVPD, LDA": small,
    "same, exact Coulomb, finer grid": kohn_sham("def2-svpd", fitted=False, grid=3, dm0=dm),
    "same, PBE": kohn_sham("def2-svpd", xc="pbe,pbe", dm0=dm),
    "same, Si-Si +0.10 angstrom": kohn_sham("def2-svpd", si_si=SI_SI + 0.10, dm0=dm),
}
print(f"def2-TZVPD, LDA: HOMO {E[n_occ-1]:.4f}, LUMO {E[n_occ]:.4f} eV, "
      f"q(N=8,m=7) {rate(E, 8, 7):.5f}")
for name, mf in variants.items():
    e = mf.mo_energy * HARTREE_EV
    assert np.sum(np.abs(e - CENTRE) < RADIUS) == n_in
    print(f"{name}: HOMO {e[n_occ-1]:.4f}, LUMO {e[n_occ]:.4f} eV, q {rate(e, 8, 7):.5f}")
e_small = small.mo_energy * HARTREE_EV
print(f"basis shift SVPD to TZVPD: HOMO {E[n_occ-1]-e_small[n_occ-1]:+.4f}, "
      f"LUMO {E[n_occ]-e_small[n_occ]:+.4f} eV")
print(f"q(N=8,m=14) in SVPD and TZVPD: {rate(e_small, 8, 14):.5f}, {rate(E, 8, 14):.5f}")
temperature = 800.0
kT = const.k * temperature / const.e
gap = E[n_occ] - E[n_occ - 1]
print(f"Kohn-Sham gap: {gap:.3f} eV; kT at {temperature:.0f} K: {kT:.4f} eV")
print(f"thermal occupation factor exp(-gap/2kT): {np.exp(-gap/(2*kT)):.1e}")
print("done: every assertion held")
```

Running it gives:

```
Disilane, LDA, def2-TZVPD; basis functions: 140
Si-Si and Si-H bond lengths: 2.35, 1.48 angstrom
circle centre, radius: -11.0, 7.0 eV
levels in circle (eV): -14.096 -12.519 -8.936 -8.936 -8.271 -8.271 -7.228
highest core level: -93.95 eV
lowest empty levels (eV): -0.661 -0.661 -0.634 -0.603 0.076 0.076 0.709 1.124
slowest wanted level: -7.228 eV, x = 0.5389
first unwanted level for m=7: x = 1.4770
first unwanted level for m=14: |x| = 1.7320
trace of the N=8 filter: 7.3079 (levels inside: 7)
filter N=4 at x=0.5,0.9,1.0,1.1,1.5: 0.94118 0.60383 0.50000 0.40583 0.16495
filter N=8 at x=0.5,0.9,1.0,1.1,1.5: 0.99611 0.69907 0.50000 0.31811 0.03755
filter N=16 at x=0.5,0.9,1.0,1.1,1.5: 0.99998 0.84367 0.50000 0.17873 0.00152
unshifted N=8 filter at x=0.99, 1.01: 12.94, -12.07
distance of N=8 nodes from real axis: 2.679 eV
N=4, m=7: q predicted 0.18830, last step measured 0.18782
  iterations to 1e-6: 9, block solves: 18, solves per decade: 2.76
  summed Ritz error: 1.342e-05 then 4.263e-07 eV
  its ratio: 0.03176, q squared: 0.03546
N=8, m=7: q predicted 0.04260, last step measured 0.04237
  iterations to 1e-6: 5, block solves: 20, solves per decade: 2.92
N=16, m=7: q predicted 0.00195, last step measured 0.00193
  iterations to 1e-6: 3, block solves: 24, solves per decade: 2.95
N=8, m=14: q predicted 0.01228, last step 0.01513, iterations 4
N=8, m=7, radius 5 eV: q predicted 0.00330, last step 0.00326, iterations 3
relative solve error 1e-04: subspace error floor 4.16e-05
relative solve error 1e-06: subspace error floor 4.16e-07
def2-TZVPD, LDA: HOMO -7.2277, LUMO -0.6613 eV, q(N=8,m=7) 0.04260
def2-SVPD, LDA: HOMO -7.2369, LUMO -0.5069 eV, q 0.03801
same, exact Coulomb, finer grid: HOMO -7.2359, LUMO -0.5111 eV, q 0.03813
same, PBE: HOMO -7.1767, LUMO -0.3701 eV, q 0.03443
same, Si-Si +0.10 angstrom: HOMO -7.1088, LUMO -0.7746 eV, q 0.04643
basis shift SVPD to TZVPD: HOMO +0.0092, LUMO -0.1544 eV
q(N=8,m=14) in SVPD and TZVPD: 0.01008, 0.01228
Kohn-Sham gap: 6.566 eV; kT at 800 K: 0.0689 eV
thermal occupation factor exp(-gap/2kT): 2.1e-21
done: every assertion held
```
